# Film thickness on a rotating wafer under exponential streamwise depletion: a program that tests the result

```python
"""
Result under test: a growth rate G(x) = G_c exp(-(x - x_c)/L), averaged over
uniform rotation of a wafer about x_c, gives thickness proportional to I0(r/L).
x: streamwise position, r: distance from the axis, L: depletion length,
R: wafer radius, I0, I1, In: modified Bessel functions of the first kind.
L follows from convection and diffusion of dilute silane in a flat channel:
L = U H^2 / (lam D), U mean speed, H height, D diffusivity, lam the slowest
eigenvalue for a consuming floor and an impermeable roof.
Lengths are in cm and times in s unless a name says otherwise.
"""
import numpy as np
from math import factorial, pi
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.special import iv

# ---------- round parameters of rough typical size ----------
H, U, D = 2.0, 100.0, 5.0            # D and U refer to the mean gas temperature
T_gas, T_hot, T_cold = 1000.0, 1300.0, 700.0   # K
p_torr, silane_fraction = 760.0, 0.002
R, x_axis, x_early = 10.0, 30.0, 15.0
rpm, minutes = 10.0, 10.0
n_si = 5.0e22                        # silicon atoms per cm^3
offset = 0.1                         # wafer centre to rotation axis
soret = 0.5                          # thermal diffusion factor
sticking = 0.01                      # reactive sticking probability
nu, prandtl = 8.0, 0.7               # kinematic viscosity cm^2/s, Prandtl number

# ---------- silane transport across the channel ----------
N = 200
z = (np.arange(N) + 0.5) / N
faces = np.arange(N + 1) / N


def parabola(s):
    return 6 * s * (1 - s)


def operator(hot=1.0, cold=1.0, alpha=0.0, inv_biot=0.0):
    """Finite-volume diffusion matrix and flow weight; temperatures / T_gas.
    Unknown is mole fraction times T**alpha, which makes the matrix symmetric."""
    t_face, t_cell = hot + (cold - hot) * faces, hot + (cold - hot) * z
    k = t_face ** (0.7 - alpha) * N**2
    k[0] *= (1 / N) / (0.5 / N + inv_biot)
    k[-1] = 0.0
    a = np.diag(k[:-1] + k[1:]) - np.diag(k[1:-1], 1) - np.diag(k[1:-1], -1)
    flow = parabola(z) / t_cell
    return a, flow / flow.mean() * t_cell ** (-alpha)


def eigenvalues(a, weight):
    return eigh(a, np.diag(weight), eigvals_only=True, subset_by_index=[0, 1])


def shooting(hot=1.0, cold=1.0, alpha=0.0):
    """Slowest eigenvalue from the original flux equations, without a matrix."""
    norm = quad(lambda s: parabola(s) / (hot + (cold - hot) * s), 0, 1)[0]

    def roof_flux(lam):
        def rhs(s, y):
            t = hot + (cold - hot) * s
            return [-y[1] / t**0.7 - alpha * y[0] * (cold - hot) / t,
                    lam * parabola(s) / t / norm * y[0]]
        return solve_ivp(rhs, (0, 1), [0, -1], rtol=1e-9, atol=1e-11).y[1, -1]
    return brentq(roof_flux, 0.3, 8.0)


A, weight = operator()
lam_matrix, lam_second = eigenvalues(A, weight)
lam = shooting()
assert abs(lam_matrix / lam - 1) < 1e-3      # grid error of the matrix
L = U * H**2 / (lam * D)
L_second = U * H**2 / (lam_second * D)
a_edge = R / L
rise = iv(0, a_edge) - 1

# ---------- the rotation average against its series ----------
def ring_average(a):
    return quad(lambda s: np.exp(-a * np.cos(s)), 0, 2 * pi, epsabs=1e-12)[0] / (2 * pi)


for a in (a_edge, 2.0, 5.0):
    series = sum((a / 2) ** (2 * k) / factorial(k) ** 2 for k in range(40))
    assert abs(ring_average(a) / series - 1) < 1e-10
    assert abs(iv(0, a) / series - 1) < 1e-12
quartic = ring_average(a_edge) - 1 - a_edge**2 / 4
assert abs(quartic / (a_edge**4 / 64) - 1) < 0.02   # next term is a^2/36 of it

# area mean of the unrotated profile against the formula for the rotated one
mean_static = quad(lambda s: 2 * R**2 * np.cos(s) ** 2 * np.exp(-R * np.sin(s) / L),
                   -pi / 2, pi / 2)[0] / (pi * R**2)
mean_formula = 2 * iv(1, a_edge) / a_edge
assert abs(mean_static / mean_formula - 1) < 1e-9

# ---------- unfinished turns ----------
a, phi, total = 2.0, 0.7, 2 * pi * 3.3
direct = quad(lambda s: np.exp(-a * np.cos(phi + s)), 0, total, limit=200)[0] / total
orders = np.arange(1, 40)
terms = (-1.0) ** orders * iv(orders, a) / orders
fourier = iv(0, a) + 2 / total * np.sum(
    terms * (np.sin(orders * (phi + total)) - np.sin(orders * phi)))
assert abs(direct - fourier) < 1e-8

turns = rpm * minutes
total = 2 * pi * (turns + 0.5)
steps = int(128 * (turns + 0.5))
s = (np.arange(steps) + 0.5) * total / steps
residual = max(abs(np.mean(np.exp(-a_edge * np.cos(q + s))) - iv(0, a_edge))
               for q in np.linspace(0, 2 * pi, 73))
residual_formula = 4 * iv(1, a_edge) / total
assert abs(residual / residual_formula - 1) < 0.01   # higher harmonics omitted

# ---------- wafer displaced from the axis ----------
tilt = ring_average((R + offset) / L) - ring_average((R - offset) / L)
tilt_formula = R * offset / L**2
assert abs(tilt / tilt_formula - 1) < 0.03           # next term is a^2/8 of it

# ---------- whole chain: march silane downstream from a uniform inlet ----------
dx = 0.25
propagator = expm(-A / weight[:, None] * dx * D / (U * H**2))
conc, xs, flux, cup = np.ones(N), [], [], []
for i in range(1, 301):
    conc = propagator @ conc
    xs.append(i * dx)
    flux.append(2 * N * conc[0])                     # in units D C_inlet / H
    cup.append(np.mean(weight * conc))               # flow-weighted mean
log_flux, cup_mean = CubicSpline(xs, np.log(flux)), CubicSpline(xs, cup)


def marched_rise(centre):
    angle = np.arange(720) * 2 * pi / 720
    return np.mean(np.exp(log_flux(centre + R * np.cos(angle)) - log_flux(centre))) - 1


rise_far = marched_rise(60.0)
assert abs(rise_far - rise) < 5e-5                   # grid error of the march
assert abs(np.exp(log_flux(60.0)) / cup_mean(60.0) / lam - 1) < 1e-3
rise_axis, rise_early = marched_rise(x_axis), marched_rise(x_early)

# ---------- growth rate and thickness ----------
c_inlet = silane_fraction * p_torr * const.torr / (const.k * T_gas) * 1e-6
wall_flux = np.exp(log_flux(x_axis)) * D * c_inlet / H
rate = wall_flux / n_si * 1e4 * 60                   # um/min
h_centre = rate * minutes

# ---------- effects that change L ----------
peclet = U * H / D
s_ax = lam_matrix / peclet
for _ in range(12):
    s_ax = eigenvalues(A - s_ax**2 * np.eye(N), weight)[0] / peclet
L_axial = H / s_ax
mass = 32.12 * const.atomic_mass
k_surface = sticking * np.sqrt(8 * const.k * T_hot / (pi * mass)) / 4 * 100
L_surface = U * H**2 / D / eigenvalues(*operator(inv_biot=D / (k_surface * H)))[0]
hot, cold = T_hot / T_gas, T_cold / T_gas
L_cold = {}
for alpha in (0.0, soret):
    lam_cold = shooting(hot, cold, alpha)
    assert abs(eigenvalues(*operator(hot, cold, alpha))[0] / lam_cold - 1) < 3e-3
    L_cold[alpha] = U * H**2 / (lam_cold * D)

# ---------- gas dragged round by the wafer, depth-averaged ----------
def swirl_profile(r, speed_rpm, angle):
    """Relative silane at radius r; gas turns at half the wafer rate over the disc."""
    centre_y = U / (speed_rpm * 2 * pi / 60 / 2)     # centre of circular paths
    x, y = r * np.cos(angle), r * np.sin(angle)
    y_in = y + (R**2 - r**2) / (2 * centre_y)        # where the path enters the disc
    x_in = -np.sqrt(np.maximum(R**2 - y_in**2, 0))
    path = centre_y * (np.arctan(x / (centre_y - y)) - np.arctan(x_in / (centre_y - y_in)))
    return np.exp(-(x_in + path) / L)


angle = (np.arange(20000) + 0.5) * 2 * pi / 20000
swirled = swirl_profile(R, rpm, angle)
swirl_local = np.max(np.abs(swirled / np.exp(-R * np.cos(angle) / L) - 1))
swirl_mean = swirled.mean() - iv(0, a_edge)
swirl_double = swirl_profile(R, 2 * rpm, angle).mean() - iv(0, a_edge)
assert abs(swirl_double / swirl_mean - 4) < 0.2      # a linear effect would give 2
rise_swirl = swirled.mean() / swirl_profile(0.0, rpm, np.array([0.0]))[0] - 1

rayleigh = const.g * 100 * (T_hot - T_cold) / T_gas * H**3 / (nu**2 / prandtl)


def edge_percent(length):
    return 100 * (iv(0, R / length) - 1)


print(f"Channel height H = {H:.1f} cm; mean gas speed U = {U:.0f} cm/s")
print(f"Silane diffusivity D = {D:.1f} cm2/s at {T_gas:.0f} K, {p_torr:.0f} Torr")
print(f"Inlet silane mole fraction = {100*silane_fraction:.2f} %")
print(f"Wafer radius R = {R:.0f} cm; axis at x_c = {x_axis:.0f} cm from hot-zone start")
print(f"Rotation = {rpm:.0f} rpm; time = {minutes:.0f} min; turns = {turns:.0f}")
print(f"Silicon atomic density = {n_si:.1e} cm^-3")
print(f"Slowest eigenvalue (shooting) = {lam:.4f}; (matrix) = {lam_matrix:.4f}")
print(f"Second eigenvalue (matrix) = {lam_second:.2f}")
print(f"Depletion length L = {L:.2f} cm; second mode = {L_second:.2f} cm")
print(f"R/L = {a_edge:.4f}")
print(f"Inlet silane density = {c_inlet:.3e} cm^-3")
print(f"Flow-weighted silane at axis / inlet = {float(cup_mean(x_axis)):.4f}")
print(f"Silicon flux at axis = {wall_flux:.3e} cm^-2 s^-1")
print(f"Growth rate at axis = {rate:.4f} um/min")
print(f"Static thickness, upstream edge = {h_centre*np.exp(a_edge):.3f} um")
print(f"Static thickness, downstream edge = {h_centre*np.exp(-a_edge):.3f} um")
print(f"Static edge-to-edge ratio = {np.exp(2*a_edge):.4f}")
for r in (0.0, R / 2, R):
    print(f"Rotated: r = {r:.0f} cm, I0 = {iv(0, r/L):.5f}, h = {h_centre*iv(0, r/L):.4f} um")
print(f"Edge rise I0-1 = {100*rise:.3f} %; (R/L)^2/4 = {100*a_edge**2/4:.3f} %")
print(f"Half-range (max-min)/(max+min): static = {100*np.tanh(a_edge):.2f} %")
print(f"Half-range (max-min)/(max+min): rotated = {100*rise/(2+rise):.3f} %")
print(f"Area mean / centre: static = {mean_static:.6f}; formula = {mean_formula:.6f}")
print(f"Marched edge rise, axis at 60 cm = {100*rise_far:.3f} %")
print(f"Marched edge rise, axis at {x_axis:.0f} cm = {100*rise_axis:.3f} %")
print(f"Marched edge rise, axis at {x_early:.0f} cm = {100*rise_early:.3f} %")
print(f"Streamwise diffusion: L = {L_axial:.2f} cm, rise = {edge_percent(L_axial):.3f} %")
print(f"Reactive sticking = {sticking:.2f}; surface rate = {k_surface:.0f} cm/s")
print(f"Finite surface rate: L = {L_surface:.2f} cm, rise = {edge_percent(L_surface):.3f} %")
print(f"Floor = {T_hot:.0f} K; cold roof = {T_cold:.0f} K; thermal diffusion factor = {soret:.1f}")
print(f"Cold roof, no Soret: L = {L_cold[0.0]:.2f} cm, rise = {edge_percent(L_cold[0.0]):.3f} %")
print(f"Cold roof with Soret: L = {L_cold[soret]:.2f} cm, rise = {edge_percent(L_cold[soret]):.3f} %")
print(f"Half turn left over: deviation = {100*residual:.4f} %; formula = {100*residual_formula:.4f} %")
print(f"Offset {offset:.1f} cm: edge difference = {100*tilt:.4f} %; formula = {100*tilt_formula:.4f} %")
print(f"Wafer edge speed = {rpm*2*pi/60*R:.2f} cm/s")
print(f"Swirl: largest local change at edge = {100*swirl_local:.3f} %")
print(f"Swirl: change of edge ring mean = {100*swirl_mean:.4f} % of static centre")
print(f"Swirl: ratio of mean changes at {2*rpm:.0f} and {rpm:.0f} rpm = {swirl_double/swirl_mean:.3f}")
print(f"Swirl: edge rise = {100*rise_swirl:.3f} %")
print(f"Viscosity = {nu:.0f} cm2/s; Prandtl = {prandtl:.1f}; Reynolds = {U*H/nu:.0f}")
print(f"Rayleigh number = {rayleigh:.0f}")
print("all tests passed")
```

Output:

```
Channel height H = 2.0 cm; mean gas speed U = 100 cm/s
Silane diffusivity D = 5.0 cm2/s at 1000 K, 760 Torr
Inlet silane mole fraction = 0.20 %
Wafer radius R = 10 cm; axis at x_c = 30 cm from hot-zone start
Rotation = 10 rpm; time = 10 min; turns = 100
Silicon atomic density = 5.0e+22 cm^-3
Slowest eigenvalue (shooting) = 2.4304; (matrix) = 2.4304
Second eigenvalue (matrix) = 23.59
Depletion length L = 32.92 cm; second mode = 3.39 cm
R/L = 0.3038
Inlet silane density = 1.468e+16 cm^-3
Flow-weighted silane at axis / inlet = 0.3600
Silicon flux at axis = 3.211e+16 cm^-2 s^-1
Growth rate at axis = 0.3853 um/min
Static thickness, upstream edge = 5.221 um
Static thickness, downstream edge = 2.844 um
Static edge-to-edge ratio = 1.8360
Rotated: r = 0 cm, I0 = 1.00000, h = 3.8534 um
Rotated: r = 5 cm, I0 = 1.00578, h = 3.8756 um
Rotated: r = 10 cm, I0 = 1.02321, h = 3.9428 um
Edge rise I0-1 = 2.321 %; (R/L)^2/4 = 2.307 %
Half-range (max-min)/(max+min): static = 29.48 %
Half-range (max-min)/(max+min): rotated = 1.147 %
Area mean / centre: static = 1.011581; formula = 1.011581
Marched edge rise, axis at 60 cm = 2.321 %
Marched edge rise, axis at 30 cm = 2.407 %
Marched edge rise, axis at 15 cm = 7.000 %
Streamwise diffusion: L = 32.97 cm, rise = 2.314 %
Reactive sticking = 0.01; surface rate = 231 cm/s
Finite surface rate: L = 33.69 cm, rise = 2.214 %
Floor = 1300 K; cold roof = 700 K; thermal diffusion factor = 0.5
Cold roof, no Soret: L = 32.54 cm, rise = 2.374 %
Cold roof with Soret: L = 36.31 cm, rise = 1.905 %
Half turn left over: deviation = 0.0972 %; formula = 0.0973 %
Offset 0.1 cm: edge difference = 0.0934 %; formula = 0.0923 %
Wafer edge speed = 10.47 cm/s
Swirl: largest local change at edge = 1.618 %
Swirl: change of edge ring mean = -0.0032 % of static centre
Swirl: ratio of mean changes at 20 and 10 rpm = 4.011
Swirl: edge rise = 2.332 %
Viscosity = 8 cm2/s; Prandtl = 0.7; Reynolds = 25
Rayleigh number = 51
all tests passed
```
